\section*{Carrying the H3 Full CI Ground Vector Around Closed Loops}

\section*{The system}

Atoms 1 and 2 of H$_3$ are fixed at $(-a/2,0)$ and $(a/2,0)$. Atom 3 moves in the same plane and sits at $(u,h+v)$ with $h=\sqrt3\,a/2$, so that $(u,v)=(0,0)$ is an equilateral triangle. Each atom carries one real s function $\chi_p$. At every geometry these functions are replaced by the symmetrically orthogonalized orbitals
\begin{equation}
\phi_p=\sum_q \chi_q\,(S^{-1/2})_{qp},\qquad S_{pq}=\langle\chi_p|\chi_q\rangle .
\end{equation}
Two electrons have spin up and one has spin down. The Hamiltonian is real and spin free. ``Ground vector'' means the lowest real unit eigenvector $c$ of the full CI matrix $H(u,v)$, and ``gap'' means the distance from its eigenvalue to the next one, both at this fixed spin projection. Nuclear repulsion is left out of $H$: it adds a multiple of the unit matrix and alters neither vectors nor gaps.

Numerical values are for the STO-3G basis with $a=2$ bohr and come from the numerical check. They describe this small model and are not accurate values for H$_3$. Full CI in the 6-31G and cc-pVDZ bases roughly halves the cone slope $\lambda$ of part (d), from $0.175$ to $0.091$ and $0.084$ hartree/bohr, and lowers the smallest gap on the centred circle of part (f) from $0.090$ to about $0.05$ hartree. The sign change on that circle is the same in all three bases. The slope is not yet converged at this level: cc-pVTZ gives $0.0805$ and aug-cc-pVDZ gives $0.0763$ hartree/bohr. The order of the higher levels also depends on the basis. In aug-cc-pVDZ the next level above the degenerate pair is a doublet about $0.12$ hartree higher, below the quartet.

\section*{Part (a): the matrix and its basis}

\textbf{Question.} Write down $H$ and its dimension. Why can its eigenvectors at different geometries be compared component by component? How are $H(u,v)$ and $H(-u,v)$ related?

\textbf{Answer.} With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, the anticommutation rule $a_{q\sigma}a^\dagger_{r\tau}=\delta_{qr}\delta_{\sigma\tau}-a^\dagger_{r\tau}a_{q\sigma}$ gives
\begin{equation}
E_{pq}E_{rs}=\delta_{qr}E_{ps}+\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},
\end{equation}
where exchanging $a_{q\sigma}$ and $a_{s\tau}$ has turned the minus sign into a plus. The last sum is the operator string of the electron repulsion, so
\begin{equation}
H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right).
\end{equation}
There are $\binom32=3$ spin-up strings and 3 spin-down strings, hence 9 determinants. Full CI within three orbitals does not depend on how those orbitals are rotated among themselves, so no orbital optimization has to be balanced between states.

While the atoms are apart, $S$ is positive definite and $S^{-1/2}$ is a smooth function of the geometry. The orbitals therefore vary smoothly and return to themselves when the geometry does. This matters: if $\phi_3$ were allowed to jump to $-\phi_3$ along the way, some CI coefficients would change sign with no change of the state.

The reflection $x\to-x$ turns geometry $(u,v)$ into $(-u,v)$ and exchanges the functions on atoms 1 and 2. Symmetric orthogonalization treats all functions alike, so the orbitals follow the same exchange. If $P$ is the resulting matrix on determinants, including the sign from reordering two spin-up operators, then
\begin{equation}
H(-u,v)=P\,H(u,v)\,P,\qquad P^2=1,\quad P^{T}=P. \label{mirror}
\end{equation}

\section*{Part (b): what carrying a vector means}

\textbf{Question.} The gap is nonzero everywhere on a closed loop. Show that $c$ can be carried continuously around it, and state what freedom is left at the end. Give a quantity that yields the result from eigenvectors with arbitrary signs, and a criterion for a safe step.

\textbf{Answer.} Let $H_k$ have ground vector $c_k$, lowest eigenvalue $E_k$ and gap $g$. Let $H=H_k+\Delta$ have ground vector $c$ and lowest eigenvalue $E$, and put $x=(c\cdot c_k)^2$. The part of $c$ orthogonal to $c_k$ has weight $1-x$ and energy at least $E_k+g$ in $H_k$. Hence
\begin{equation}
E=c^{T}H_kc+c^{T}\Delta c\ \ge\ E_k+g(1-x)-\|\Delta\| .
\end{equation}
The variational principle with trial vector $c_k$ gives $E\le E_k+\|\Delta\|$. Together,
\begin{equation}
1-x\le \frac{2\|\Delta\|}{g}. \label{step}
\end{equation}
The projector $Q=cc^{T}$ is thus continuous wherever the gap is open. If $\|\Delta\|<g/2$, the overlap $c\cdot c_k$ cannot vanish, and requiring it to be positive fixes the sign of $c$. A multiple of the unit matrix may be removed from $\Delta$ first, since it changes no eigenvector.

On a closed loop the gap has a positive minimum, so finitely many short arcs satisfy this condition throughout. Joining them gives a continuous $c$. Any two continuous choices differ by a continuous factor $\pm1$, which is constant. At the end the vector is a real unit vector in the original one-dimensional eigenspace, so it is $\sigma c$ with $\sigma=\pm1$. With a complex Hamiltonian a general phase could appear, and this argument would not apply.

For sufficiently close points $0,\dots,N-1$, with $c_N\equiv c_0$ in the product, take
\begin{equation}
W=\prod_{k=0}^{N-1}c_k\cdot c_{k+1}=\mathrm{tr}\,(Q_0Q_1\cdots Q_{N-1}). \label{W}
\end{equation}
Each vector occurs twice, so arbitrary signs cancel. With the carried signs, all factors are positive except possibly the last, which closes the loop and has sign $\sigma$. Therefore $\sigma=\mathrm{sgn}\,W$.

\section*{Part (c): a mirror-symmetric loop}

\textbf{Question.} A loop is symmetric under $u\to-u$ and crosses the axis $u=0$ at two points, top and bottom. Express $\sigma$ through the mirror parities $p_{\rm t},p_{\rm b}$ of the ground vector there. Apply the result to two circles of radius 0.3 bohr: one centred at $(0,0)$, with computed parities $+1$ and $-1$, and one centred at $(0,0.8)$ bohr, with parities $+1$ and $+1$.

\textbf{Answer.} On the axis, Eq.~\eqref{mirror} says that $P$ commutes with $H$. A nondegenerate ground vector then obeys $Pc=\pm c$, which defines the parities. Let $\varphi$ run from 0 at the top through $\pi$ at the bottom to $2\pi$, with the points $\varphi$ and $2\pi-\varphi$ mirror images. For $\pi\le\varphi\le2\pi$ define
\begin{equation}
d(\varphi)=P\,c(2\pi-\varphi).
\end{equation}
By Eq.~\eqref{mirror} this is a ground vector at the point $\varphi$, and it is continuous. At the bottom $d(\pi)=Pc(\pi)=p_{\rm b}c(\pi)$. Since continuous choices differ by a constant sign, $c(\varphi)=p_{\rm b}d(\varphi)$ on the whole second half. At its end
\begin{equation}
c(2\pi)=p_{\rm b}P\,c(0)=p_{\rm b}p_{\rm t}\,c(0),\qquad \sigma=p_{\rm t}p_{\rm b}. \label{parity}
\end{equation}
The first circle, which encloses the equilateral point, gives $\sigma=-1$. The second leaves that point out and gives $\sigma=+1$. The argument holds for loops of finite size and uses no expansion; it needs an open gap on the loop and two parities.

\section*{Part (d): the equilateral point}

\textbf{Question.} At $(0,0)$ the two lowest states are degenerate, one even ($A$) and one odd ($B$) under $P$. Find $H$ in this pair to first order in $u$ and $v$, and follow the lower vector on a small circle.

\textbf{Answer.} With s functions alone, $H$ depends on the geometry through the three interatomic distances. Here $r_{12}$ is fixed. To first order,
\begin{equation}
\delta r_{13}=\tfrac12u+\tfrac{\sqrt3}{2}v,\qquad
\delta r_{23}=-\tfrac12u+\tfrac{\sqrt3}{2}v .
\end{equation}
Let $D_{ij}$ be $\partial H/\partial r_{ij}$ projected on the pair, in the order $(A,B)$. The mirror acts there as $\sigma_z$ and leaves $r_{12}$ unchanged, so $D_{12}$ commutes with $\sigma_z$ and has the form $m+n\sigma_z$.

Take the pair to be a two-dimensional irreducible representation of the permutations of the three atoms. Cyclic permutations then act as rotations by $\theta=\pm120^\circ$. A rotation turns $\sigma_z$ into $\cos2\theta\,\sigma_z+\sin2\theta\,\sigma_x$, so
\begin{equation}
D_{13}=m-\tfrac n2\sigma_z+\tfrac{\sqrt3}{2}sn\,\sigma_x,\qquad
D_{23}=m-\tfrac n2\sigma_z-\tfrac{\sqrt3}{2}sn\,\sigma_x,
\end{equation}
where $s=\pm1$ depends on the sign chosen for $B$. Adding the two contributions,
\begin{align}
H_{\rm pair}&=E_0+\delta r_{13}D_{13}+\delta r_{23}D_{23}\nonumber\\
&=E_0+\tfrac{\sqrt3}{2}v\,(2m-n\sigma_z)+\tfrac u2\,\sqrt3\,sn\,\sigma_x\nonumber\\
&=E_0+\kappa v+\lambda(-v\,\sigma_z+u\,\sigma_x), \label{cone}
\end{align}
with $\kappa=\sqrt3\,m$ and $\lambda=\sqrt3\,n/2$. The calculation gives $n>0$, and $B$ is chosen so that $s=+1$.

The alternative to an irreducible pair is an accidental meeting of two one-dimensional representations. Cyclic permutations would then leave the projected derivatives unchanged, $D_{13}=D_{23}$, and the coupling linear in $u$ would vanish. The computed coupling is $0.1749$ hartree/bohr, which rules this out. The slope found separately from displacements along $v$ has the same value, as Eq.~\eqref{cone} requires.

Set $u=\rho\sin\varphi$ and $v=\rho\cos\varphi$. The traceless part of Eq.~\eqref{cone} is
\begin{equation}
\lambda\rho\begin{pmatrix}-\cos\varphi&\sin\varphi\\ \sin\varphi&\cos\varphi\end{pmatrix}.
\end{equation}
Its square is $\lambda^2\rho^2$ times the unit matrix, so its eigenvalues are $\pm\lambda\rho$ and the gap is $2\lambda\rho$. The two surfaces form a cone about the equilateral point. The lower vector is
\begin{equation}
b(\varphi)=\begin{pmatrix}\cos(\varphi/2)\\-\sin(\varphi/2)\end{pmatrix}, \label{half}
\end{equation}
because the matrix acting on it gives
\begin{align}
-\cos\varphi\cos\tfrac\varphi2-\sin\varphi\sin\tfrac\varphi2&=-\cos\tfrac\varphi2,\\
\sin\varphi\cos\tfrac\varphi2-\cos\varphi\sin\tfrac\varphi2&=\sin\tfrac\varphi2,
\end{align}
each multiplied by $\lambda\rho$; this is $-\lambda\rho\,b$. A full turn of the atom is half a turn of the vector, and $b(2\pi)=-b(0)$.

In STO-3G the next level, about 0.347 hartree above the pair, is the quartet; a spin-free $H$ does not couple it to the doublet pair. Terms of second order in the displacement, including coupling to the other doublet levels, the nearest of which lies about 0.66 hartree above the pair, change $b$ by an amount that vanishes with $\rho$. They cannot alter the discrete sign on a small enough circle. If $\lambda$ were zero, first order would decide nothing.

\section*{Part (e): loops without mirror symmetry}

\textbf{Question.} What happens to $\sigma$ when a loop is deformed? What follows for a loop that can be shrunk to a point without meeting a degeneracy?

\textbf{Answer.} Suppose the gap stays open on every loop of a continuous family. One sufficiently fine division then serves the whole family, with no neighbour overlap vanishing. In the trace form of Eq.~\eqref{W}, $W$ is continuous along the family and never zero. Its sign, and hence $\sigma$, is constant.

At a single point $W=1$. Thus $\sigma=+1$ for any loop that can be contracted with the gap open. Conversely, if $\sigma=-1$, every disc bounded by the loop on which the atoms stay apart, so that $H$ is defined and continuous, contains a ground-state degeneracy. This is the precise sense of ``excluding the intersection'': $\sigma=+1$ is guaranteed when the region swept during contraction contains no degeneracy at all, including any that symmetry does not announce. The condition is sufficient and not necessary. A narrow ellipse centred between atoms 1 and 2, passing between them and enclosing both equilateral points $(0,0)$ and $(0,-2h)$, has the same distances and hence the same parity at top and bottom. With the gap open along it, Eq.~\eqref{parity} gives $\sigma=+1$ although two degeneracies lie inside.

\section*{Part (f): four finite loops}

\textbf{Question.} Follow the vector numerically on four circles of radius 0.3 bohr, with 180 points each. Are the steps safe, and how well does the half-angle law describe the centred circle?

\textbf{Answer.} In the table, the step is the largest norm of the traceless change of $H$ between neighbours. Energies are in hartree and centres in bohr.

\begin{center}
\begin{tabular}{lcccc}
Centre $(u,v)$ & Encloses $(0,0)$ & Smallest gap & Step & $\sigma$\\
$(0,0)$ & yes & 0.0900 & 0.0052 & $-1$\\
$(0.15,0)$ & yes & 0.0513 & 0.0054 & $-1$\\
$(0,0.8)$ & no & 0.1402 & 0.0026 & $+1$\\
$(0.5,0)$ & no & 0.0687 & 0.0056 & $+1$
\end{tabular}
\end{center}

The tightest case is the second, where $0.0054$ is well below half the gap, $0.05125/2=0.0256$. Criterion \eqref{step} is therefore met between all neighbouring points. It was sampled at those points and not proved for every geometry between them.

The first and third rows agree with Eq.~\eqref{parity}. The other two circles are not mirror symmetric, and part (e) applies. Moving the centre from $(0,0)$ to $(0.15,0)$ keeps the equilateral point inside, so the sign should stay $-1$; the fourth circle should be contractible. Both statements assume that no other degeneracy lies in the region. On a grid of 254 points covering all four discs, the ratio of gap to distance from $(0,0)$ never fell below $0.17$ hartree/bohr. This supports the assumption but does not prove it.

For the centred circle the cone predicts a gap of $2\times0.1749\times0.3=0.105$ hartree. The actual gap ranges from $0.090$ hartree, about 14\% below the cone value, to $0.123$ hartree, so this circle is beyond the strictly linear regime. The components of the carried vector along the fixed vectors $A$ and $B$ are:

\begin{center}
\begin{tabular}{ccccc}
$\varphi$ & $c\cdot A$ & $\cos(\varphi/2)$ & $c\cdot B$ & $-\sin(\varphi/2)$\\
$0^\circ$ & $0.998$ & $1$ & $0$ & $0$\\
$90^\circ$ & $0.724$ & $0.707$ & $-0.689$ & $-0.707$\\
$180^\circ$ & $0$ & $0$ & $-0.999$ & $-1$\\
$270^\circ$ & $-0.724$ & $-0.707$ & $-0.689$ & $-0.707$\\
$360^\circ$ & $-0.998$ & $-1$ & $0$ & $0$
\end{tabular}
\end{center}

The zeros on the axis follow from parity. The tabulated angles are not the worst ones: over the whole circle the largest deviation of a component from Eq.~\eqref{half} is about $0.04$, near $\varphi\approx42^\circ$ and its mirror image. At $90^\circ$ the weight in the pair is $0.7239^2+0.6886^2=0.998$, using four-digit components; the small remainder lies in the other six doublet states, since the quartet carries no weight. On a circle of radius 0.001 bohr the largest deviation of a component from Eq.~\eqref{half} is $1.4\times10^{-4}$, as expected of a leading-order law. The final sign is the same on both circles.

\section*{Part (g): coefficients or wavefunction?}

\textbf{Question.} The orbitals move with the atoms. Does the complete electronic wavefunction show the same sign, and what does this imply for the nuclear wavefunction?

\textbf{Answer.} Let $T_{pq}=\langle\phi_p^{(k)}|\phi_q^{(k+1)}\rangle$ be the orbital overlaps between neighbouring geometries. The overlap of two determinants is a $2\times2$ minor of $T$ for spin up times an element of $T$ for spin down. Collecting these in a $9\times9$ matrix $M$,
\begin{equation}
\langle\Psi_k|\Psi_{k+1}\rangle=c_k^{T}M\,c_{k+1}.
\end{equation}
For short steps $T$ and $M$ approach unit matrices, because the orbitals are continuous. Each factor then has the sign of $c_k\cdot c_{k+1}$, and the product around the loop has the sign $\sigma$. An arbitrary change of orbital sign is now harmless, since it enters $M$ as well as $c$.

With random signs given to the eigenvectors, the computed products are $-0.969$ and $-0.964$ for the two enclosing circles, and $+0.994$ and $+0.988$ for the other two. Their magnitudes are below one because the steps are finite. The sign change thus belongs to the electronic state and not merely to its list of coefficients.

In a Born--Oppenheimer product of this real carried state with a nuclear function, the total must be single valued. On a loop with $\sigma=-1$ the nuclear function must therefore change sign too.

\section*{Numbers as computed}
\begin{verbatim}
side a = 2.0 bohr, height h = 1.7321 bohr
loop radius = 0.3 bohr, points per loop = 180
equilateral ground energy = -1.383356 hartree
equilateral third level above pair = 0.3468 hartree
equilateral pair splitting below 1e-9 hartree: True
cone slope lambda from v = 0.17493 hartree/bohr
cone slope lambda from u = 0.17493 hartree/bohr
common slope kappa, electronic = 0.34861 hartree/bohr
small circle radius = 0.001 bohr
small circle: largest half-angle component error = 1.4e-04
small circle: largest relative gap error = 5.1e-04
centred loop: centre (u,v) = (0.00, 0.00) bohr
  final.initial = -1.000000, smallest gap = 0.09003 hartree
  smallest neighbour overlap = 0.999773
  largest traceless step norm = 0.00525 hartree
  full wavefunction overlap product = -0.96867
  mirror parity: top +1.000, bottom -1.000
  phi =   0 deg: even +0.9979, odd +0.0000
  phi =  90 deg: even +0.7239, odd -0.6886
  phi = 180 deg: even -0.0000, odd -0.9986
  phi = 270 deg: even -0.7239, odd -0.6886
  phi = 360 deg: even -0.9979, odd -0.0000
off-centre loop: centre (u,v) = (0.15, 0.00) bohr
  final.initial = -1.000000, smallest gap = 0.05125 hartree
  smallest neighbour overlap = 0.999369
  largest traceless step norm = 0.00538 hartree
  full wavefunction overlap product = -0.96427
upward loop: centre (u,v) = (0.00, 0.80) bohr
  final.initial = +1.000000, smallest gap = 0.14018 hartree
  smallest neighbour overlap = 0.999974
  largest traceless step norm = 0.00264 hartree
  full wavefunction overlap product = +0.99357
  mirror parity: top +1.000, bottom +1.000
sideways loop: centre (u,v) = (0.50, 0.00) bohr
  final.initial = +1.000000, smallest gap = 0.06867 hartree
  smallest neighbour overlap = 0.999648
  largest traceless step norm = 0.00565 hartree
  full wavefunction overlap product = +0.98759
grid: u from -0.5 to 0.9, v from -0.4 to 1.2, spacing 0.1 bohr
grid points without the equilateral one = 254
smallest gap/distance on grid = 0.1705 hartree/bohr
\end{verbatim}
